# Dust-acoustic wave speed from fluid equations and from kinetic theory

Suppose that a cloud of nanoparticles floats in an argon processing discharge, and that a ripple of 3 mm wavelength runs through it. How fast does it travel? If the grains are treated as a neutral isothermal gas, the answer is their thermal speed, about 6 cm/s for the cloud computed below. If they are treated as bare charges repelling one another, they oscillate at their plasma frequency, $1.7\times10^4$ rad/s, which at this wavelength means about 800 cm/s. The first estimate leaves out the charge and the second leaves out the screening by electrons and ions. With both included, the model gives 64 cm/s.

## The model

The plasma is uniform, unmagnetized and at rest. It holds electrons, singly charged positive ions and identical grains of mass $m_d$ and charge $-Ze$, with $e>0$ and $Z>0$. Units are Gaussian and temperatures are energies. Equilibrium densities are $n_e,n_i,n_d$; a subscript 1 marks a small perturbation. Neutrality requires
$$n_i=n_e+Zn_d .$$
The charge number $Z$ is held fixed during the wave. The grains feel the smooth average potential $\phi$, so correlations between neighbours are left out. All perturbations vary as $e^{i(kx-\omega t)}$.

## First derivation: force balance and moving grains

Electrons and ions are light and fast. On the time scale of grain motion their inertia is negligible, and we take them as isothermal. The electric force on an electron is $+e\,\partial_x\phi$ and that on an ion is $-e\,\partial_x\phi$. Balancing these against the pressure gradients, with $N_e,N_i$ the full local densities, gives
$$eN_e\,\partial_x\phi=T_e\,\partial_xN_e,\qquad -eN_i\,\partial_x\phi=T_i\,\partial_xN_i .$$
Division by the density and integration from the unperturbed state give the Boltzmann relations
$$N_e=n_e\,e^{e\phi/T_e},\qquad N_i=n_i\,e^{-e\phi/T_i}.$$
For small $\phi$ the first-order parts are
$$n_{e1}=n_e\frac{e\phi}{T_e},\qquad n_{i1}=-n_i\frac{e\phi}{T_i}.$$

Poisson's equation for the perturbation is $\partial_x^2\phi=4\pi e(n_{e1}+Zn_{d1}-n_{i1})$. The derivative becomes $-k^2$, and both light species contribute with the same sign:
$$-k^2\phi=k_D^2\phi+4\pi eZn_{d1},\qquad k_D^2=4\pi e^2\left(\frac{n_e}{T_e}+\frac{n_i}{T_i}\right).$$
Hence
$$(k^2+k_D^2)\phi=-4\pi eZn_{d1}. \tag{1}$$
Where grains are compressed the potential is negative, and the larger $k_D$ is, the weaker that potential. The screening length is $\lambda_D=1/k_D$.

The grains carry the inertia. They are cold, so they have no pressure, and the force on each is $+Ze\,\partial_x\phi$. Their linearized momentum and continuity equations are
$$-i\omega m_dv=ikZe\phi,\qquad -i\omega n_{d1}+ikn_dv=0 .$$
The first gives $v=-Zek\phi/(m_d\omega)$. The second gives $n_{d1}=n_dkv/\omega$, so
$$n_{d1}=-\frac{n_dZek^2}{m_d\omega^2}\phi. \tag{2}$$
Substituting (2) in (1), the two minus signs cancel:
$$(k^2+k_D^2)\phi=\frac{4\pi Z^2e^2n_d}{m_d}\frac{k^2}{\omega^2}\phi .$$
For nonzero $\phi$, with $\omega_{pd}^2=4\pi Z^2e^2n_d/m_d$,
$$\boxed{\;\omega^2=\frac{\omega_{pd}^2k^2}{k^2+k_D^2}\;} \tag{3}$$

For $k\lambda_D\ll1$ this is $\omega=C_Dk$ with $C_D=\omega_{pd}\lambda_D$. The factor $4\pi e^2$ cancels:
$$C_D^2=\frac{Z^2n_d/m_d}{n_e/T_e+n_i/T_i}.$$
Taking $n_i/T_i$ out of the denominator and using $n_e/n_i=1-Zn_d/n_i$ gives
$$\boxed{\;C_D=Z\left[\frac{n_d}{n_i}\,\frac{T_i/m_d}{1+(T_i/T_e)(1-Zn_d/n_i)}\right]^{1/2}\;} \tag{4}$$

When $T_i\ll T_e$ the denominator is close to one, and at fixed $Z$ and densities the speed varies nearly as $\sqrt{T_i}$. Colder ions screen better and soften the repulsion between grains. If nearly all electrons sit on the grains, $Zn_d\to n_i$ and (4) tends to $\sqrt{ZT_i/m_d}$: each grain moves with the pressure of the $Z$ ions that neutralize it.

At finite wavelength $\omega=C_Dk(1+k^2\lambda_D^2)^{-1/2}$. The phase speed is $C_D(1+k^2\lambda_D^2)^{-1/2}$, and the group speed is
$$\frac{d\omega}{dk}=C_D\left[\frac{1}{(1+k^2\lambda_D^2)^{1/2}}-\frac{k^2\lambda_D^2}{(1+k^2\lambda_D^2)^{3/2}}\right]=\frac{C_D}{(1+k^2\lambda_D^2)^{3/2}} .$$
For $k\lambda_D\gg1$ formula (3) tends to $\omega_{pd}$, since screening cannot act within so short a wave. This limit also needs many grains per wavelength and a phase speed well above the grain thermal speed.

## Second derivation: velocity distributions

Now nothing is assumed about force balance. Each species $s$, of charge $q_s$ and mass $m_s$, has a collisionless Maxwellian distribution $f_s$ of the velocity $v$ along $x$, with thermal speed $v_s=\sqrt{T_s/m_s}$. The linearized Vlasov equation is
$$-i(\omega-kv)f_{s1}-\frac{q_s}{m_s}ik\phi\,\frac{df_s}{dv}=0 .$$
Since $df_s/dv=-vf_s/v_s^2$ and $m_sv_s^2=T_s$,
$$f_{s1}=\frac{q_s\phi}{T_s}\,\frac{kv}{\omega-kv}f_s .$$
Writing $kv/(\omega-kv)=-1+\omega/(\omega-kv)$ and integrating over velocity gives
$$n_{s1}=-\frac{n_sq_s\phi}{T_s}(1-W_s),\qquad W_s=\left\langle\frac{\omega}{\omega-kv}\right\rangle_s, \tag{5}$$
where the average is over the Maxwellian. The integral is defined for a growing wave, $\mathrm{Im}\,\omega>0$, and continued from there. This is the causal choice for a disturbance that starts from rest.

**Light species.** Let $u=\omega/k\ll v_s$, and let $g(v)$ be the Maxwellian normalized to one. Approaching real $u$ from above,
$$W_s=u\left[P\!\!\int\frac{g(v)}{u-v}dv-i\pi g(u)\right].$$
In the principal value put $v=u+s$. It becomes $-P\int g(u+s)\,ds/s$, and for small $u$ this is $-u\int g'(s)\,ds/s=u/v_s^2$, because $g'=-sg/v_s^2$. With $g(u)\approx1/(\sqrt{2\pi}v_s)$,
$$W_s\approx\frac{u^2}{v_s^2}-i\sqrt{\frac{\pi}{2}}\frac{u}{v_s}.$$
To leading order $W_s=0$, and (5) is the linearized Boltzmann relation. The isothermal response is thus a result here: particles cross the wave many times faster than it changes.

**Grains.** Here $u\gg v_d$. Expanding $W_d=\langle(1-v/u)^{-1}\rangle$ with $\langle v^2\rangle=v_d^2$ and $\langle v^4\rangle=3v_d^4$ gives
$$1-W_d\approx-\frac{v_d^2}{u^2}\left(1+\frac{3v_d^2}{u^2}\right).$$
The resonant part contains the factor $e^{-u^2/2v_d^2}$, which makes it negligible for $u\gg v_d$, and is dropped. With $q_d=-Ze$, (5) becomes
$$n_{d1}=-\frac{n_dZek^2\phi}{m_d\omega^2}\left(1+\frac{3k^2v_d^2}{\omega^2}\right),$$
which is (2) when the grains are cold.

**Dispersion.** Poisson's equation is $k^2\phi=4\pi\sum_sq_sn_{s1}$. Define $k_s^2=4\pi n_se^2/T_s$ for electrons and ions, so that $k_D^2=k_e^2+k_i^2$. Keeping the leading correction from each species,
$$k^2+k_D^2+iD=\frac{\omega_{pd}^2k^2}{\omega^2}\left(1+\frac{3k^2v_d^2}{\omega^2}\right),\quad D=\sqrt{\frac{\pi}{2}}\,\frac{\omega}{k}\sum_{s=e,i}\frac{k_s^2}{v_s}. \tag{6}$$
Dropping the two small corrections returns (3), and hence (4).

The corrections have direct meanings. Let $\Omega$ be the frequency from (3). Grain temperature raises the squared frequency to about $\Omega^2+3k^2v_d^2$. The term $iD$ is Landau damping. Putting $\omega=\Omega-i\gamma$ in $\omega^2(k^2+k_D^2+iD)=\omega_{pd}^2k^2$ and keeping first order gives
$$\frac{\gamma}{\Omega}=\frac{D}{2(k^2+k_D^2)} .$$

## What each derivation assumes

The fluid derivation assumes isothermal force balance for the light species. It does not need them to be collisionless, provided that they redistribute quickly compared with the wave. Its Boltzmann relations also hold at finite $\phi$, before linearization. It cannot say how slow the wave must be, and it contains no Landau damping.

The kinetic derivation assumes Maxwellian equilibria, no collisions and small amplitude. In return it derives the isothermal response and supplies the condition
$$v_d\ll\omega/k\ll v_i,v_e .$$

Both assume a uniform plasma at rest, a mean field and fixed $Z$. Their agreement therefore says nothing about these shared assumptions, which must be sized separately.

## A nanoparticle cloud in argon

Take grains of radius $a=50$ nm and material density 2 g/cm³, so $m_d=1.05\times10^{-15}$ g. Let $n_d=3\times10^6$ cm⁻³, $n_i=10^9$ cm⁻³ and $T_e=3$ eV. Ions, gas and grains are at 300 K, or 0.02585 eV. The pressure is 30 mTorr.

The charge follows from equal collection of electrons and ions. Let $U=Ze^2/a$ be the energy an ion gains in falling to the surface; this form holds because $a\ll\lambda_D$. An ion of speed $v$ that just grazes the grain has impact parameter $b$ with $bv=av_a$ and $v_a^2=v^2+2U/m_i$, so $b^2=a^2(1+2U/m_iv^2)$. Averaging $\pi b^2v$ over a Maxwellian, with $\bar v=\langle v\rangle=\sqrt{8T/\pi m}$ and $\langle1/v\rangle=\sqrt{2m/\pi T}$, gives
$$J_i=\pi a^2n_i\bar v_i\left(1+\frac{U}{T_i}\right).$$
For electrons the sign of $U$ is reversed and $m_ev^2>2U$ is needed. Changing the variable to $w^2=v^2-2U/m_e$ takes a factor $e^{-U/T_e}$ out of the integral:
$$J_e=\pi a^2n_e\bar v_e\,e^{-U/T_e}.$$
These rates neglect collisions near the grain. At 30 mTorr this is a real simplification: an ion that exchanges charge with a slow atom inside the grain's potential well can be trapped and later collected. The extra ion current can be comparable with $J_i$ and makes the grain less negative, so the charge found here is likely too high. Setting $J_e=J_i$ together with neutrality gives $Z=187.6$, $U=5.40$ eV and $n_e=4.37\times10^8$ cm⁻³. As a check, divide both rates by $\pi a^2n_i\bar v_i$. The ion side is $1+5.402/0.02585=210$. The thermal speeds are $7.264\times10^7$ and $2.499\times10^4$ cm/s, so the electron side is $0.4373\times2907\times e^{-1.801}=210$.

The grain thermal speed is $v_d=6.289$ cm/s. Since $T_i$ equals the grain temperature here, (4) reads
$$C_D=187.6\times\sqrt{0.003}\times\frac{6.289}{\sqrt{1.0038}}=64.5\ \text{cm/s}=0.645\ \text{m/s}.$$
Electrons add only 0.4% to the ion screening. The other form agrees: $\omega_{pd}\lambda_D=(1.709\times10^4)(37.73\times10^{-4})=64.5$ cm/s.

At 3 mm wavelength $k=20.94$ cm⁻¹ and $k\lambda_D=0.079$. The phase speed is 64.3 cm/s and the frequency 214 Hz. The speed is ten times $v_d$ and far below the ion thermal speed, as required. The mean-grain sphere radius $(3/4\pi n_d)^{1/3}$ is $1.14\lambda_D$, so the plateau at $k\lambda_D\gg1$ would need wavelengths at which the cloud is no longer a continuous fluid.

The nonlinear fluid and Poisson equations were also integrated in time, from a density ripple of relative amplitude $10^{-3}$ with $k\lambda_D=0.01$. The measured speed was 64.49 cm/s, in agreement with (4). With $Z$ and the densities fixed, doubling $T_i$ gave 91.0 cm/s, and doubling $T_e$ gave 64.55 cm/s. In a real discharge $T_e$ matters more than this, because it also sets $Z$.

## How far the neglected effects move the result

**Temperature and resonance.** In the collisionless mean-field model, warm grains raise the frequency by 1.5% and Landau damping gives $\gamma/\Omega=0.0016$. Neither figure carries over exactly to this cloud, where the grains interact strongly and the ions collide with gas atoms.

**Charge response.** More electrons and fewer ions make a grain more negative. Linearizing $dZ/dt=J_e-J_i$ about $J_e=J_i=J$,
$$\frac{dZ_1}{dt}=-\nu_{ch}Z_1+Je\phi\left(\frac1{T_e}+\frac1{T_i}\right),\quad \nu_{ch}=\frac{Je^2}{a}\left(\frac1{T_e}+\frac1{T_i+U}\right).$$
Solving for $Z_1$ and adding $4\pi en_dZ_1$ to the right side of Poisson's equation replaces $k_D^2$ by
$$k_D^2+\frac{k_{ch}^2}{1-i\omega/\nu_{ch}},\qquad k_{ch}^2=4\pi e^2n_d\frac{J}{\nu_{ch}}\left(\frac1{T_e}+\frac1{T_i}\right).$$
Here $\nu_{ch}=9.8\times10^3$ s⁻¹, about seven times $\Omega=1347$ rad/s. The charge therefore follows the wave closely, and slowness of the wave is no reason to hold $Z$ fixed. What limits the error is $k_{ch}^2/k_D^2=0.20$. The frequency falls by 8.7% from its fixed-charge value, and the lag of the charge damps the amplitude at 13 s⁻¹.

**Gas drag.** The grain is much smaller than the mean free path of the atoms, so they reach it undisturbed. We assume that they reflect specularly; the drag coefficient depends on this choice. At incidence angle $\alpha$ an atom loses the fraction $2\cos^2\alpha$ of its forward momentum. Integrating over the disc $b=a\sin\alpha$ gives the momentum-transfer cross-section $\pi a^2$. For a small relative drift $V$ the force is $\pi a^2n_gm_g(m_gV/3T_g)\langle w^3\rangle$, with $w$ the atomic speed and $\langle w^3\rangle=4(T_g/m_g)\bar v_g$. The drag rate is therefore
$$\nu=\frac{4\pi}{3}\frac{a^2n_gm_g\bar v_g}{m_d}=255\ \text{s}^{-1}.$$
A friction term $-\nu v$ in the grain equation changes $\omega^2=\Omega^2$ to $\omega(\omega+i\nu)=\Omega^2$, so
$$\omega=-\frac{i\nu}{2}+\sqrt{\Omega^2-\frac{\nu^2}{4}} .$$
The frequency drops by just 0.45%, but the amplitude decays at 128 s⁻¹, by a factor $e$ in 1.7 periods. With the other parameters fixed, $\nu$ is proportional to pressure and reaches $2\Omega$ near 320 mTorr, where this ripple stops oscillating. Charge response and drag together give 195 Hz and a decay rate of 141 s⁻¹.

**Grain correlations.** By (1), a single grain is surrounded by a screened potential, and two grains have the energy $Z^2e^2e^{-r/\lambda_D}/r$. If neighbours are placed at random, the energy density is
$$\frac{n_d^2}{2}\int\frac{Z^2e^2e^{-r/\lambda_D}}{r}\,4\pi r^2dr=2\pi n_d^2Z^2e^2\lambda_D^2 .$$
At fixed $\lambda_D$ an energy density proportional to $n_d^2$ equals its own pressure $p$, and $(1/m_d)\,dp/dn_d=4\pi n_dZ^2e^2\lambda_D^2/m_d=C_D^2$. So $C_D$ is the sound speed that this interaction pressure alone gives to randomly placed grains. Real grains avoid one another: the pair energy at one sphere radius is 15 times the temperature. For a cold body-centred cubic lattice with the same pair energy and fixed $\lambda_D$, the speed computed from compression alone is $0.917C_D$. This is an estimate and not a bound. The cloud is coupled several times too weakly to freeze, so it is a fluid and the lattice only stands in for it; shear rigidity would raise the speed somewhat in a crystal, and thermal motion raises it slightly in the fluid. Changes of $\lambda_D$ act the other way. A grain has the energy $-Z^2e^2k_D/2$ in its own screening cloud, and since ions dominate the screening, the wave changes $k_D$ by $-k_De\phi/2T_i$. The resulting polarization force opposes the electric force and is the fraction $Ze^2k_D/4T_i=0.07$ of it for an isolated grain. For the lattice, letting $\lambda_D$ follow the compression lowers the factor to about 0.89.

If the charge and correlation factors simply multiplied, which is a conjecture, the speed would be near 54 cm/s. The value 64.5 cm/s therefore belongs to the model. These two effects may lower the speed by roughly a sixth, or nearer a fifth when $\lambda_D$ follows the compression, and a smaller grain charge, caused by ion collisions near the grains, would lower it further.

**Ion drift.** A steady field $E$ along $k$ biases the ions by $eE/kT_i$, the energy gained over a length $1/k$ relative to $T_i$. The field that holds a grain against gravity, $m_dg/Ze=3.4$ mV/cm, gives a bias of 0.006. A density gradient does far more. Boltzmann electrons with gradient length $L$ imply $E=T_e/eL$, which for $L=3$ cm is 1 V/cm and a bias of about 1.8. For a wave along such a field, ions at rest are no longer a valid starting point, and (4) should not be used without a drifting-ion calculation. A wave across the field has no such bias along $k$, but the plasma is still not at rest. At 1 V/cm and this pressure the ions drift faster than their thermal speed, which changes the grain charge, and the electric force on a grain is about 290 times its weight, so the grains stream unless ion drag balances it. The numbers of the example belong to a region of weak field.

## The real case

The example is modelled on nanoparticles grown in a reactive argon discharge, with round values chosen for illustration. Real clouds also have a spread of sizes, ions from the reactive gas, and density gradients. At the grain charge used here, charge response lowers the speed by about 9% and correlations by an estimated 7 to 11%, depending on how the fluid structure and the change of $\lambda_D$ are treated. Ion collisions near the grains reduce the charge itself, and the speed with it. Drag hardly changes the frequency but soon extinguishes the wave, so a sustained wave needs an energy source that this model lacks. The numerical output lists the parameters and the values computed at fixed $\lambda_D$.

## Computed results

```
Grain radius: 50 nm
Grain material density: 2 g/cm3
Grain mass: 1.047e-15 g
Grain number density: 3e+06 cm^-3
Ion density: 1e+09 cm^-3
Electron temperature: 3 eV
Ion, gas and grain temperature: 300 K
Same temperature as energy: 0.02585 eV
Argon pressure: 30 mTorr
Wavelength: 3 mm
Wavenumber k: 20.94 cm^-1
Mean charge number Z: 187.6
Grain surface energy U = Z e^2/a: 5.402 eV
Electron density: 4.373e+08 cm^-3
Charge fraction Z n_d/n_i: 0.5627
Electron/ion share of screening: 0.003768
Screening length: 37.73 um
Grain plasma frequency w_pd: 1.709e+04 rad/s
Dust-acoustic speed C_D: 64.49 cm/s
Dust-acoustic speed C_D: 0.6449 m/s
Speed from nonlinear simulation: 64.49 cm/s
Simulated speed, T_i doubled, Z fixed: 91.03 cm/s
Simulated speed, T_e doubled, Z fixed: 64.55 cm/s
k times screening length: 0.07901
Wave angular frequency: 1347 rad/s
Wave frequency: 214.3 Hz
Phase speed: 64.29 cm/s
Group speed: 63.89 cm/s
Grain thermal speed sqrt(T/m): 6.289 cm/s
Ion thermal speed sqrt(T/m): 2.499e+04 cm/s
Electron thermal speed sqrt(T/m): 7.264e+07 cm/s
Landau damping / frequency: 0.001596
Frequency change, warm grains: 1.453 %
Charge relaxation rate: 9801 s^-1
Added screening k_ch^2/k_D^2: 0.2022
Frequency change, charge response: -8.656 %
Amplitude damping, charge response: 12.78 s^-1
Gas drag rate: 255.4 s^-1
Frequency change, gas drag: -0.4508 %
Amplitude damping, gas drag: 127.7 s^-1
Frequency, charge response and drag: 194.5 Hz
Amplitude damping, both: 140.8 s^-1
Grain sphere radius/screening length: 1.14
Bare grain coupling: 45.56
Screened grain coupling: 14.57
Cold-lattice speed / C_D: 0.9167
Dense-limit check: speed / mean-field speed: 0.9904
Ion loss rate to grains: 1973 s^-1
Ion loss rate / (k ion thermal speed): 0.003769
Field to hold grain against gravity: 3.417 mV/cm
Ion bias e E/(k T_i) in that field: 0.006311
```
